# Time-temperature equivalence of stress in bias-temperature instability

## Problem

A p-channel silicon transistor is held at a negative gate voltage. Defects in and near its gate oxide become charged or change their structure, and the threshold voltage drifts. This is bias-temperature instability. Consider a model with these assumptions:

- The defects are independent, and all are inactive at the start.
- Each defect has one barrier $E$. It attempts to cross once every $\tau_0=10^{-13}$ s, and an attempt succeeds with probability $p=e^{-E/kT}$.
- A defect that has crossed does not return during the stress.
- $E$ and $\tau_0$ do not depend on temperature. The oxide field is the same in all stresses compared, and its lowering of the barrier is included in $E$.

Here $k$ is Boltzmann's constant and $T$ the absolute temperature, constant during each stress.

**(a)** Find the probability $P(E)$ that a defect is active after a stress of duration $t$. Find the barrier $E^*$, called the activation front, for which $P=1-1/e$.

**(b)** Show that one second at 400 K has the same front as $2.2\times10^4$ s at 300 K. Is the ratio of the two times a constant of the device?

**(c)** In what sense do the two stresses activate the same barriers?

**(d)** How long must the stress at 300 K last to activate the same number of defects, if the density of barriers is flat? What changes if it is Gaussian, with mean 1.2 eV and standard deviation 0.2 eV?

**(e)** Suppose that the barrier is the crossing of two equal displaced parabolas with vibrational quantum $\hbar\omega=0.05$ eV. How far does nuclear tunnelling move the result of (b)?

**(f)** Estimate the effect of an error in $\tau_0$ or in temperature, of holding the gate voltage instead of the oxide field, and of return during stress.

## Solution

### (a) The activation front

In a time $t$ there are $t/\tau_0$ attempts. The defect is still inactive if all of them fail, which has probability

$$(1-p)^{t/\tau_0}=\exp\left[\frac{t}{\tau_0}\ln(1-p)\right].$$

For small $p$, $\ln(1-p)=-p-p^2/2-\dots$, and the second term is smaller than the first by the factor $p/2$. Near the front $p$ is about $\tau_0/t$, which is $10^{-13}$ for a stress of one second, so the first term suffices:

$$P(E)=1-\exp\left[-\frac{t}{\tau_0}\,e^{-E/kT}\right].$$

The condition $P=1-1/e$ requires the exponent to be $-1$. Hence $e^{E^*/kT}=t/\tau_0$, or

$$E^*=kT\ln\frac{t}{\tau_0}.$$

Replacing $t/\tau_0$ by $e^{E^*/kT}$ in $P$ gives a form that contains the stress time only through the front:

$$P(E)=1-\exp\left[-e^{(E^*-E)/kT}\right].$$

The front moves up in proportion to temperature, but only with the logarithm of time. A modest rise in temperature therefore replaces a large factor in time.

### (b) Equal fronts

Let the hot stress be $(t_1,T_1)$ and the cold one $(t_2,T_2)$. Equal fronts mean

$$kT_1\ln\frac{t_1}{\tau_0}=kT_2\ln\frac{t_2}{\tau_0}.$$

Division by $kT_2$ and exponentiation give

$$t_2=\tau_0\left(\frac{t_1}{\tau_0}\right)^{T_1/T_2}.$$

With $t_1=1$ s, $T_1=400$ K and $T_2=300$ K,

$$t_2=10^{-13}\,(10^{13})^{4/3}\ \text{s}=10^{13/3}\ \text{s}=2.154\times10^4\ \text{s}.$$

This rounds to $2.2\times10^4$ s, or about 6.0 h. The common front follows from either stress. At 400 K, $kT_1=0.03447$ eV and $\ln(t_1/\tau_0)=29.934$, so $E^*=1.032$ eV. At 300 K, $kT_2=0.02585$ eV and the logarithm is 39.911, with the same product.

The ratio of times is

$$\frac{t_2}{t_1}=\left(\frac{t_1}{\tau_0}\right)^{T_1/T_2-1}
=\exp\left[\frac{E^*}{k}\left(\frac1{T_2}-\frac1{T_1}\right)\right].$$

The second form follows on writing $t_1/\tau_0=e^{E^*/kT_1}$. It is an Arrhenius factor, but its energy is the position of the front, which rises during the stress. The ratio is therefore not a constant of the device. For a hot stress of 1000 s it is $(10^{16})^{1/3}=2.154\times10^5$, ten times the value for one second.

### (c) Which barriers are the same

Measure the barrier from the common front, $u=E-E^*$. Then

$$P_T(u)=1-\exp\left[-e^{-u/kT}\right].$$

This grows as $-u/kT$ grows. For $u<0$ the quantity $-u/kT$ is larger at the lower temperature, so the cold stress activates these defects with the higher probability. For $u>0$ the order is reversed. The probabilities are equal at $u=0$ and at no other finite $u$.

Many $kT$ below the front both probabilities are close to 1. Many $kT$ above it both are close to 0. The two stresses thus agree on which barriers are nearly all crossed and which are hardly touched. They differ in a strip around the front.

To find the width of the strip, set $P=0.9$, which gives $e^{-u/kT}=\ln10$, and $P=0.1$, which gives $e^{-u/kT}=\ln(10/9)$. Taking logarithms and subtracting the two values of $u$,

$$w=kT\ln\frac{\ln 10}{\ln(10/9)}=3.08\,kT.$$

The width is 0.106 eV at 400 K and 0.080 eV at 300 K. Evaluated on a fine grid of barriers, the difference between the two probabilities reaches 0.055 below the front, in favour of the cold stress, and 0.077 above it, in favour of the hot one. The statement "the same barriers" is thus true of the front and approximate for the defects close to it.

### (d) Equal numbers of active defects

Let $g$ be the number of defects per unit of barrier energy, constant from $E=0$ upwards. The number activated is $N=g\int_0^\infty P(E)\,dE$. Substitute $x=e^{(E^*-E)/kT}$, so that $dE=-kT\,dx/x$. The limit $E=0$ becomes $X=e^{E^*/kT}=t/\tau_0$, and $E=\infty$ becomes $x=0$:

$$N=g\,kT\int_0^X\frac{1-e^{-x}}{x}\,dx.$$

Integrate by parts, with $\ln x$ as the integral of $1/x$. The boundary term at $x=0$ vanishes because $1-e^{-x}\approx x$ there and $x\ln x\to0$. This leaves

$$N=g\,kT\left[(1-e^{-X})\ln X-\int_0^X e^{-x}\ln x\,dx\right].$$

Since $X$ is at least $10^{13}$, $e^{-X}$ can be dropped and the remaining integral extended to infinity, where its value is $-\gamma$, with $\gamma=0.5772$ Euler's constant. Therefore

$$N=g\,(E^*+\gamma kT).$$

The term $\gamma kT$ arises because the profile is not symmetric about $E^*$. For equal fronts $N/g$ is 1.0517 eV after the hot stress and 1.0467 eV after the cold one, so the hot stress activates slightly more defects.

Let $t_f$ be the cold time that gives equal numbers. Then

$$kT_2\ln\frac{t_f}{\tau_0}+\gamma kT_2=kT_1\ln\frac{t_1}{\tau_0}+\gamma kT_1 .$$

The first term on the right equals $kT_2\ln(t_2/\tau_0)$ by (b). Subtract it, divide by $kT_2$ and exponentiate:

$$t_f=t_2\exp\left[\gamma\left(\frac{T_1}{T_2}-1\right)\right]=1.21\,t_2=2.61\times10^4\ \text{s}.$$

For the Gaussian density the integral was done numerically. The hot stress activates a fraction 0.234 of the defects and the cold stress of equal front 0.225. A numerical root search gives equal fractions at $2.75\times10^4$ s.

The correction is larger than for a flat density because the front at 1.032 eV lies well below the mean of 1.2 eV, where the density rises with $E$. The factor on $t_2$ is 1.28 here and 1.21 for a flat density; with the mean at 0.9 eV, which puts the front on the falling side, it is 1.14. The wider hot profile loses defects below the front, where they are fewer, and gains them above it, where they are more numerous.

### (e) Nuclear tunnelling

When a defect exchanges charge with the silicon, its equilibrium coordinate shifts. Take the initial and final states as two parabolas of equal frequency, with minima at equal energy, and let the electronic coupling be weak. With equal minima the return step would be as fast as the forward one. It is left out here, so that only forward rates are compared. The golden rule makes the forward rate proportional to the thermal average of the squared vibrational overlaps that conserve energy,

$$F=\sum_n p_n\,|\langle n|D|n\rangle|^2,\qquad D=e^{\sqrt S\,(a^\dagger-a)}.$$

Here $p_n$ is the thermal probability of level $n$, $a$ lowers the level by one, and $D$ displaces the oscillator. The operator $D$ shifts $q=(a+a^\dagger)/\sqrt2$ by $d=\sqrt{2S}$. The parabolas $\hbar\omega q^2/2$ and $\hbar\omega(q-d)^2/2$ cross at $q=d/2$, so the classical barrier is

$$E=\frac{\hbar\omega d^2}{8}=\frac{S\hbar\omega}{4},\qquad S=\frac{4E}{\hbar\omega}.$$

To evaluate $F$, let $C(\theta)=\langle D^\dagger(\theta)D\rangle$, where the angle brackets denote a thermal average and $\theta=\omega t$ is the phase of free evolution. Inserting oscillator states gives $C=\sum_{n,m}p_n|\langle m|D|n\rangle|^2e^{i(n-m)\theta}$. Its average over one period keeps the terms with $m=n$, which is $F$.

Write $D^\dagger(\theta)=e^{-A(\theta)}$ with $A(\theta)=\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta})$. From $[a,a^\dagger]=1$ the commutator is a number, $[A(\theta),A(0)]=2iS\sin\theta$. The two exponentials therefore combine as

$$e^{-A(\theta)}e^{A(0)}=e^{B}\,e^{-iS\sin\theta},\qquad B=A(0)-A(\theta).$$

A linear combination of $a$ and $a^\dagger$ has a Gaussian distribution in a thermal oscillator state, so $\langle e^B\rangle=e^{\langle B^2\rangle/2}$. With $x=\hbar\omega/2kT$, the thermal average of $aa^\dagger+a^\dagger a$ is $\coth x$. Since $|1-e^{i\theta}|^2=2(1-\cos\theta)$, this gives $\langle B^2\rangle=-2S(1-\cos\theta)\coth x$ and

$$C(\theta)=\exp\left[-S\coth x+S(\coth x\cos\theta-i\sin\theta)\right].$$

The bracket multiplying the second $S$ equals $\cos(\theta+ix)/\sinh x$. The function is periodic and has no singularities, so the path of integration may be shifted by $-ix$ without changing the average:

$$F=e^{-S\coth x}\,\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\theta}\,d\theta,\qquad z=\frac{S}{\sinh x}.$$

For large $z$ the region near $\theta=0$ dominates. There $\cos\theta\approx1-\theta^2/2$, and the Gaussian integral gives $e^z/\sqrt{2\pi z}$. With $\coth x-1/\sinh x=\tanh(x/2)$,

$$F\approx\sqrt{\frac{\sinh x}{2\pi S}}\;\exp\left[-\frac{4E}{\hbar\omega}\tanh\frac{\hbar\omega}{4kT}\right].$$

At high temperature $\tanh y\approx y$, and the exponent becomes the classical $-E/kT$. At very low temperature $z$ is no longer large and this closed form fails. The sum $F$ then reduces to its term $n=0$, which is $e^{-S}=e^{-4E/\hbar\omega}$, so the rate no longer freezes out. In between, $\tanh y<y$, so tunnelling speeds up the transition, and more so in the cold.

For weak coupling the prefactor should be well below the vibrational frequency, which is $1.2\times10^{13}$ s$^{-1}$ for 0.05 eV, whereas $1/\tau_0$ is close to it. The following numbers therefore estimate the effect of tunnelling and are not a consistent rate for a real defect. For comparison with (b), first keep $1/\tau_0$ as prefactor and change the exponent alone. The front now satisfies $(4E/\hbar\omega)\tanh y=\ln(t/\tau_0)$ with $y=\hbar\omega/4kT$. Dividing the cold condition by the hot one removes $E$:

$$\ln\frac{t_2}{\tau_0}=\ln\frac{t_1}{\tau_0}\;\frac{\tanh y_2}{\tanh y_1}.$$

For $\hbar\omega=0.05$ eV, $y_1=0.363$ and $y_2=0.484$. The ratio of hyperbolic tangents is 1.292, in place of the classical 1.333. The cold time becomes

$$t_2=6.3\times10^3\ \text{s},$$

shorter than the classical result by a factor of 3.4. The barrier reached in one second at 400 K rises from 1.032 to 1.077 eV, which corresponds to $S=86$.

The prefactor of $F$ also depends on temperature. If the hot rate is held fixed, the cold time is multiplied by $\sqrt{\sinh x_1/\sinh x_2}=0.84$, which brings it to about $5.3\times10^3$ s. Most of this factor is not due to tunnelling: for small $\hbar\omega$, where $\sinh x\approx x$, it tends to $\sqrt{T_2/T_1}=0.87$. The size of the correction belongs to this symmetric model and this vibrational energy. A heavier or softer coordinate, with smaller $\hbar\omega$, is closer to the classical result, and a stiffer one departs from it rapidly. With the exponent alone the cold time is $1.7\times10^4$ s for 0.02 eV and $4.7\times10^2$ s for 0.1 eV.

### (f) Other departures from the model

**Attempt time.** For the given temperatures, (b) reads $t_2=\tau_0^{-1/3}t_1^{4/3}$. A tenfold longer attempt time gives $1.0\times10^4$ s, and a tenfold shorter one $4.6\times10^4$ s. The equivalence is thus less sensitive to $\tau_0$ than proportionality would suggest, but it does not remove $\tau_0$.

**Temperature.** Differentiating $\ln t_2=\ln\tau_0+(T_1/T_2)\ln(t_1/\tau_0)$ gives

$$\frac{\partial\ln t_2}{\partial T_1}=\frac{\ln(t_1/\tau_0)}{T_2}=\frac{29.93}{300\ \text{K}}=0.0998\ \text{K}^{-1}.$$

If the hot stress is really at 401 K, the equivalent cold time is longer by the factor $e^{0.0998}=1.105$.

**Fixed gate voltage.** Take an oxide 2 nm thick, a hot field of 6 MV/cm, and a defect 0.5 nm deep whose barrier falls by the electron charge times field times depth. Since 1 MV/cm across 1 nm is 0.1 V, the field lowers the barrier by $0.5\times6\times0.1=0.3$ eV. This is already contained in $E$.

At fixed gate voltage the oxide field can change with temperature, because the voltage taken up by the silicon and the flat-band voltage both change. In strong inversion these changes partly cancel, and the remainder depends on the gate material. For a deliberately large estimate, assume that the oxide voltage is smaller in the cold by 0.7 mV/K. Over 100 K the oxide then loses 0.07 V, or 0.35 MV/cm. The cold barrier is higher by $\delta=0.5\times0.35\times0.1=0.0175$ eV, and the front condition gives

$$t=\tau_0e^{(E^*+\delta)/kT_2}=t_2e^{\delta/kT_2}=4.2\times10^4\ \text{s}.$$

Under this large assumption the equivalent time nearly doubles. In the parabola model of (e), charge times field times depth shifts the minimum of one parabola, and near the symmetric point the barrier changes by only about half of that shift; the time is then $3.0\times10^4$ s. A loss of 0.02 V instead of 0.07 V would raise the barrier by 0.005 eV and lengthen the time by a factor of only 1.2.

**Return during stress.** Let $r$ be the forward rate and $br$ the return rate, with a return barrier $\Delta=0.1$ eV above the forward one, so that $b=e^{-\Delta/kT}$. The active probability obeys $dP/dt=r(1-P)-brP=r-(1+b)rP$. Starting from zero,

$$P=\frac{1-e^{-(1+b)rt}}{1+b}.$$

At the front $rt=1$. Without return $P=0.632$. With return it is 0.618 at 400 K and 0.627 at 300 K, a small change. For defects far below the front $P$ tends to $1/(1+b)$, which is 0.948 at 400 K and 0.980 at 300 K. Here return takes about 3 % more from the hot damage than from the cold, relative to full activation. For a flat density this is about 3 % of the 1.03 eV below the front, or 0.03 eV. That exceeds $kT$ at 300 K, so the cold time for equal numbers falls from $t_f=2.61\times10^4$ s to about $7.4\times10^3$ s, a factor of 3.5. The large factor comes from the many defects far below the front in a flat density. For the Gaussian density of (d) the time falls only from $2.75\times10^4$ to about $2.4\times10^4$ s. Recovery after the stress is removed is a separate process, which this estimate does not cover.

### The model beside a real transistor

The oxide thickness, field and defect depth are rough typical values for an accelerated stress of a thin silicon dioxide gate. The field is 0.6 of a rough breakdown field of 10 MV/cm. That is a margin in field and says nothing about the time to breakdown, which has its own dependence on temperature and field. Real defects also have a spread of attempt times, vibrational energies and return barriers, where the model has single values.

Taken one at a time, the departures for which a time was calculated above put the equivalent time between about $5\times10^3$ and $5\times10^4$ s. This range is not a bound, because several departures can act together, the attempt time may be wrong by more than a factor of ten, and a vibrational quantum of 0.1 eV alone puts the time far below the range. The classical value $2.2\times10^4$ s follows from the stated assumptions to the digits given, but for a real device it is only a rough guide. Within this model, a short hot stress can stand in approximately for a long cold one when the attempt time is known, the oxide field is held equal, the same defects respond at both temperatures, and both nuclear tunnelling and return during stress are small. In a measurement, recovery before the reading must also be controlled. The equivalence then concerns the front, with the corrections of (d) for the number of defects.
